# Minimum Electronic Conductivity of an Acceptor-Doped Oxide versus Oxygen Pressure

Let \(n\) and \(p\) be the densities of free electrons and holes in an oxide, \(\mu_n\) and \(\mu_p\) their mobilities, and \(e>0\) the elementary charge. The electronic conductivity is

\[
\sigma = e(\mu_n n+\mu_p p).
\]

The oxide contains a density \(A\) of acceptors, each carrying charge \(-e\), and a density \(V\) of oxygen vacancies, each carrying charge \(+2e\) relative to the perfect lattice. It is held at temperature \(T\) in equilibrium with a gas of oxygen partial pressure \(P\). When the electronic carriers are few, charge neutrality requires \(2V=A\), so the acceptors fix the vacancy density at \(V=A/2\) whatever the pressure. Three further assumptions are made: the carriers are non-degenerate, the mobilities do not depend on \(P\), and the crystal is uniform. Energies are measured from the valence band edge, \(E_g\) is the gap, \(E_F\) the Fermi level, and \(N_c\), \(N_v\) are the effective densities of states of the two bands.

For non-degenerate carriers, Boltzmann statistics give

\[
n=N_c\,e^{-(E_g-E_F)/kT},\qquad p=N_v\,e^{-E_F/kT}.
\]

In the product the Fermi level cancels:

\[
np=n_i^2,\qquad n_i=\sqrt{N_cN_v}\;e^{-E_g/2kT}.
\]

The pressure can therefore trade electrons for holes, but it cannot change their product. How it does so follows from the equilibrium of the vacancies. Removing an oxygen atom from the lattice leaves a vacancy and two electrons and releases half an \(\mathrm{O_2}\) molecule. Let \(g\) be the free energy of this process when both electrons are placed at the conduction band edge and the gas is at a reference pressure \(P_0\), leaving out the entropy of choosing the site. If the electrons go to the Fermi level instead, the cost falls by \(2(E_g-E_F)\). If the gas is at \(P\), the half molecule adds \(\tfrac12 kT\ln(P/P_0)\). Each of the \(N_O\) oxygen sites per unit volume is either filled or vacant, so

\[
\frac{V}{N_O-V}=\exp\!\left[-\frac{g-2(E_g-E_F)+\tfrac12kT\ln(P/P_0)}{kT}\right].
\]

For \(V\ll N_O\) the denominator on the left is \(N_O\). On the right, \(e^{2(E_g-E_F)/kT}=(N_c/n)^2\), and the pressure term gives \((P_0/P)^{1/2}\). Multiplying by \(n^2\sqrt P\) gives the law of mass action for reduction,

\[
V n^2\sqrt P=K,\qquad K=N_ON_c^2\sqrt{P_0}\;e^{-g/kT}.
\]

With \(V\) fixed, \(n^2\) is proportional to \(P^{-1/2}\). Let \(P_i\) be the pressure at which \(n=n_i\), and hence also \(p=n_i\). Setting \(n=n_i\) in the mass-action law gives \(\sqrt{P_i}=K/(Vn_i^2)\), and then

\[
n=n_i\left(\frac{P}{P_i}\right)^{-1/4},\qquad
p=\frac{n_i^2}{n}=n_i\left(\frac{P}{P_i}\right)^{1/4}.
\]

More oxygen in the gas removes electrons and creates holes. The exponent is \(1/4\) because half a molecule is exchanged for two electrons.

To find the minimum, complete the square in the conductivity. Since \(\left(\sqrt{\mu_nn}-\sqrt{\mu_pp}\right)^2=\mu_nn+\mu_pp-2\sqrt{\mu_n\mu_p\,np}\) and \(np=n_i^2\),

\[
\sigma=e\left(\sqrt{\mu_nn}-\sqrt{\mu_pp}\right)^2+2en_i\sqrt{\mu_n\mu_p}.
\]

The second term does not depend on pressure. The first is never negative and vanishes when \(\mu_nn=\mu_pp\). Because \(n\) falls and \(p\) rises steadily with \(P\), this happens at one pressure. Hence

\[
\boxed{\;\sigma_{\min}=2e\,n_i\sqrt{\mu_n\mu_p}\;}
\]

The position follows from the same condition. Inserting the two power laws into \(\mu_nn=\mu_pp\) gives \((P/P_i)^{1/2}=\mu_n/\mu_p\), so

\[
P_{\min}=P_i\left(\frac{\mu_n}{\mu_p}\right)^2 .
\]

At the minimum electrons and holes carry equal currents, but their densities are

\[
n_*=n_i\sqrt{\mu_p/\mu_n},\qquad p_*=n_i\sqrt{\mu_n/\mu_p},
\]

and these are equal only for equal mobilities. If electrons are the more mobile, the crystal holds more holes than electrons at its conductivity minimum.

The whole curve has a simple form. Relative to the minimum, \(n=n_*(P/P_{\min})^{-1/4}\) and \(p=p_*(P/P_{\min})^{1/4}\), while \(e\mu_nn_*=e\mu_pp_*=\sigma_{\min}/2\). The two contributions add to a hyperbolic cosine:

\[
\sigma(P)=\sigma_{\min}\cosh\!\left[\tfrac14\ln\frac{P}{P_{\min}}\right].
\]

Close to the minimum this is \(\sigma_{\min}\{1+[\ln(P/P_{\min})]^2/32\}\), which is very flat. Far from it one exponential dominates, and \(\sigma\) varies as \(P^{-1/4}\) on the low-pressure side and as \(P^{+1/4}\) on the high-pressure side. The conductivity has doubled when \(P\) differs from \(P_{\min}\) by a factor \(e^{4\,\mathrm{arccosh}\,2}\approx194\).

The value \(\sigma_{\min}\) contains neither \(V\) nor \(K\). The fixed vacancy density sets the slopes and the position, with \(P_{\min}\propto V^{-2}\), but the value needs only \(np=n_i^2\) and a pressure at which the currents balance. To see when such a pressure exists, drop the assumption \(2V=A\) and use full neutrality,

\[
2V+p=A+n .
\]

For a given \(n\) this fixes \(V=(A+n-n_i^2/n)/2\), which grows with \(n\). So does \(Vn^2\), and since \(\sqrt P=K/(Vn^2)\), the electron density still falls steadily as \(P\) rises. It falls until \(V\) reaches zero, which happens as \(P\to\infty\). The minimum is therefore reached if \(V>0\) at \(n=n_*\), that is, if

\[
A>p_*-n_* .
\]

For \(\mu_n\le\mu_p\) any acceptor density satisfies this. For \(\mu_n>\mu_p\) a nearly undoped crystal does not: in this defect model its hole density cannot exceed its electron density by more than \(A\), and its conductivity falls towards a limit above \(\sigma_{\min}\). When the minimum does exist, its position is \(\sqrt{P_{\min}}=K/(V_*n_*^2)\) with \(V_*=(A+n_*-p_*)/2\).

The vacancies also carry current. With mobility \(\mu_v\) and charge \(2e\) they contribute \(2e\mu_vV\), and full neutrality replaces \(2V\) by \(A+n-p\):

\[
\sigma_{\rm tot}=e\mu_vA+e(\mu_n+\mu_v)n+e(\mu_p-\mu_v)p .
\]

The last two terms have the form already treated, with shifted mobilities. For \(\mu_v<\mu_p\), and provided the minimum can be reached,

\[
\sigma_{\rm tot,min}=e\mu_vA+2en_i\sqrt{(\mu_n+\mu_v)(\mu_p-\mu_v)} .
\]

The boxed result is thus the minimum of the electronic part, which may be a small addition to a large ionic background.

As an example, take round parameters in the regime of acceptor-doped strontium titanate, an oxide studied for resistive switching, at \(T=1000\) K, where \(kT=0.08617\) eV. They are rough: \(E_g=2.6\) eV, \(N_c=N_v=1.2\times10^{21}\ \mathrm{cm^{-3}}\), \(\mu_n=0.12\) and \(\mu_p=0.06\ \mathrm{cm^2/Vs}\), \(A=10^{19}\ \mathrm{cm^{-3}}\), \(N_O=5\times10^{22}\ \mathrm{cm^{-3}}\), and \(g=4.6\) eV at \(P_0=760\) Torr. The intrinsic density is

\[
n_i=1.2\times10^{21}\,e^{-2.6/(2\times0.08617)}=3.37\times10^{14}\ \mathrm{cm^{-3}},
\]

and the minimum conductivity is

\[
\sigma_{\min}=2(1.602\times10^{-19})(3.37\times10^{14})\sqrt{0.12\times0.06}
=9.16\times10^{-6}\ \mathrm{S/cm},
\]

or \(9.16\times10^{-4}\) S/m. For the position, insert \(K\) and \(n_i\) into \(\sqrt{P_i}=K/(Vn_i^2)\) and square:

\[
P_i=P_0\left(\frac{N_O}{V}\frac{N_c}{N_v}\right)^2e^{-2(g-E_g)/kT}.
\]

With \(V=5\times10^{18}\ \mathrm{cm^{-3}}\) this is \(760\times10^{8}\times e^{-4.0/0.08617}=5.3\times10^{-10}\) Torr. The mobility ratio of 2 multiplies it by 4, so \(P_{\min}=2.1\times10^{-9}\) Torr, or \(2.8\times10^{-7}\) Pa. Such a pressure is best read as an oxygen activity, set for example by an electrochemical oxygen pump. A mixture of hydrogen and water vapour is less suitable here: at 1000 K it would need about \(2\times10^4\) water molecules per hydrogen molecule, and more balanced mixtures give far lower pressures. The densities there are \(n_*=2.4\times10^{14}\) and \(p_*=4.8\times10^{14}\ \mathrm{cm^{-3}}\). At \(P_i\), where the densities are equal, the conductivity is 6 % above the minimum.

The same model can be solved without Boltzmann statistics and without \(V\ll N_O\). For each pressure the Fermi level is found by root search so that \(V=A/2\), the carriers are obtained by integrating the Fermi–Dirac distribution over parabolic bands, and the conductivity is minimised numerically over \(P\). This gives the same \(\sigma_{\min}\) to six digits, and \(P_{\min}=2.1070\times10^{-9}\) Torr against \(2.1075\times10^{-9}\) from the formula. The difference comes from the filled-site factor: keeping \(N_O-V\) multiplies \(K\) by \(1-V/N_O=1-10^{-4}\), and \(K\) enters the pressure squared. Degeneracy is negligible, since \(p_*/N_v=4\times10^{-7}\). The numerical curve rises to \(4.6\times10^{-5}\) S/cm four decades in pressure from the minimum and to \(4.6\times10^{-4}\) S/cm eight decades from it, on either side.

The doping condition reads \(A>2.4\times10^{14}\ \mathrm{cm^{-3}}\) and is amply met. With \(A=10^{13}\ \mathrm{cm^{-3}}\) and all else unchanged it fails, and the conductivity levels off at \(1.056\,\sigma_{\min}\) at high pressure.

Ionic conduction matters far more. With a rough vacancy mobility of \(5\times10^{-4}\ \mathrm{cm^2/Vs}\), the ionic conductivity \(2e\mu_vV\) is \(8.0\times10^{-4}\) S/cm, about 87 times \(\sigma_{\min}\). Setting \(\sigma(P)\) equal to it at fixed \(V\) gives \(P=P_{\min}\exp[\pm4\,\mathrm{arccosh}(87.5)]\), that is, \(2\times10^{-18}\) and 2 Torr. Between these pressures the ions carry most of the current. The total conductivity has its minimum at \(8.1\times10^{-4}\) S/cm, at a pressure 2.5 % above that of the electronic minimum, and the electronic part is only about 1 % of it. One way to measure \(\sigma_{\min}\) is to use electrodes that block the ions, so that the steady current is electronic. The voltage must be well below \(kT/e\), here 86 mV, because it also shifts the composition from one electrode to the other.

Acceptors can also capture holes. Let the acceptor level lie at \(E_a\), with any degeneracy factor absorbed in it. Then the ratio of neutral to ionised acceptors is \(e^{(E_a-E_F)/kT}=(p/N_v)e^{E_a/kT}\). For \(E_a=1.0\) eV, a rough value for iron, 4.2 % of the acceptors are neutral at the minimum. The vacancy density drops by the same fraction, and \(P_{\min}\propto V^{-2}\) rises by 9 %. The value \(\sigma_{\min}\) stays as it was, because \(n\) and \(p\) count free carriers and trapped holes are taken as immobile. Near the oxygen pressure of air the effect is large. Solving full neutrality numerically at 150 Torr gives a vacancy density of 98 % of \(A/2\) without trapping, but 11 % with it. For so deep an acceptor the assumption of fixed \(V\), and with it the slope of \(1/4\), fails in air. The figures given above for the total conductivity also hold only without trapping. With it, the ionic part falls as the pressure rises, and the minimum of the total moves to about 0.045 Torr, where it is \(4.7\times10^{-4}\) S/cm and 39 % electronic. The ions then carry most of the current only up to about 0.2 Torr. These figures depend strongly on \(E_a\), which is known only roughly: for 0.9 eV the minimum of the total lies at 0.014 Torr and is 27 % electronic, and for 0.8 eV it lies near \(3\times10^{-8}\) Torr and is about 1 % electronic, while the vacancy density at 150 Torr is 22 % and 40 % of \(A/2\).

In a thin film the uniformity assumption is at stake. Let the electric potential differ from its bulk value by \(\phi\). Mobile vacancies then have density \(Ve^{-2e\phi/kT}\), while the acceptors stay in place. To first order in \(\phi\), which requires \(2e|\phi|\ll kT\), the charge density is \(-4e^2V\phi/kT\), and Poisson's equation gives the screening length

\[
L=\sqrt{\frac{\varepsilon kT}{4e^2V}} .
\]

For a rough relative permittivity of 100 this is 4.9 nm, so in a film 20 nm thick about half the material lies within one screening length of a face. There \(n\) is multiplied by \(e^{e\phi/kT}\) and \(p\) is divided by it, which changes the local conductivity to \(\sigma_{\min}\cosh[\tfrac14\ln(P/P_{\min})-e\phi/kT]\). The local minimum keeps its value but moves in pressure. Regions of different \(\phi\) are not at their minima together, so the average conductivity along the film stays above \(\sigma_{\min}\). The hyperbolic cosine, unlike the screening length, does not require small \(\phi\): at the bulk \(P_{\min}\), a region with \(e\phi=kT\) conducts \(\cosh1\approx1.5\) times as well as the bulk. For surface potentials of a few tenths of a volt the linear length no longer describes the film. Solving Poisson's equation without linearising, for \(\phi=+0.3\) V at both faces and no trapping, leaves \(\phi\approx0.21\) V at the centre of the 20 nm film; the minimum of the average conductivity is then 5 % above \(\sigma_{\min}\) and lies at a pressure about \(7\times10^4\) times the bulk \(P_{\min}\).

Set beside real strontium titanate, these figures are good to an order of magnitude at best. The value depends steeply on the gap: lowering it by 0.1 eV multiplies \(\sigma_{\min}\) by 1.8. The position is less certain still, since an error of 0.1 eV in \(g\) at fixed gap changes \(P_{\min}\) by a factor \(e^{0.2/0.08617}\approx10\), and an error of 0.3 eV by about \(10^3\), so it may be off by several decades. A memory cell breaks a more basic assumption. Apart from local heating while it switches, it works not far above room temperature, where oxygen exchange with the gas is taken here as frozen, so the pressure no longer sets the carrier densities. Scaling \(N_c\) and \(N_v\) as \(T^{3/2}\) and taking a gap of 3.0 eV at 350 K, somewhat below the rough 3.2 eV of the real crystal, gives \(n_i\approx0.06\ \mathrm{cm^{-3}}\). Intrinsic conduction is then negligible. Under bias, moreover, carriers injected from the electrodes break the relation \(np=n_i^2\), and the minimum derived here does not describe the current of the cell. It applies to the oxide at temperatures where it exchanges oxygen, such as those of an anneal.

Numerical values quoted here were computed with a short program.
